\section*{FEAST with fewer trial vectors than enclosed eigenvalues}

\textbf{Q.} I have a tight-binding chain of 200 sites with open ends, zero site energy and hopping 1 eV. A circle centred at 0.50 eV with radius 0.15 eV encloses ten of its eigenvalues. I need only six of them, so I gave FEAST six trial vectors. I expected six of the ten eigenpairs, as Lanczos would give me a few pairs when I ask for a few. After 20 iterations the largest residual is still 0.045 eV. Is my contour integration too crude?

\textbf{A.} Let us find out what the integration does to each eigenvector. Which rule do you use?

\textbf{Q.} The trapezoidal rule with $N=16$ nodes on the full circle, none of them on the real axis.

\section{What the filter does}

\textbf{A.} Let $A$ be real symmetric, with orthonormal eigenvectors $v_i$ and eigenvalues $\lambda_i$, none on the circle. Call the centre $c$ and the radius $r$. The projector onto the enclosed eigenvectors is
\begin{equation}
P=\frac{1}{2\pi i}\oint (\zeta-A)^{-1}\,d\zeta
=\frac{1}{2\pi}\int_0^{2\pi} r e^{i\varphi}\,(c+re^{i\varphi}-A)^{-1}\,d\varphi ,
\end{equation}
because $\zeta=c+re^{i\varphi}$ gives $d\zeta=i\,re^{i\varphi}d\varphi$, and the factor $i$ cancels. Replace the integral by the mean over the nodes $\varphi_k=(2k+1)\pi/N$, $k=0,\dots,N-1$, and write $z_k=e^{i\varphi_k}$. The result is a function $\rho(A)$. On an eigenvector with scaled position $x=(\lambda-c)/r$ a factor $r$ cancels, and
\begin{equation}
\rho(x)=\frac1N\sum_{k=0}^{N-1}\frac{z_k}{z_k-x}.
\end{equation}
To sum this, use $z^N-x^N=(z-x)\sum_{j=0}^{N-1}z^{N-1-j}x^j$. Since $z_k^N=e^{i(2k+1)\pi}=-1$,
\begin{equation}
\frac{z_k}{z_k-x}=\frac{\sum_{j=0}^{N-1} z_k^{N-j}x^j}{z_k^N-x^N}
=\frac{-\sum_j z_k^{-j}x^j}{-1-x^N}
=\frac{\sum_{j=0}^{N-1} z_k^{-j}x^j}{1+x^N}.
\end{equation}
For $1\le j\le N-1$ the mean of $z_k^{-j}$ is $e^{-i\pi j/N}$ times the mean of $w^k$ with $w=e^{-2\pi ij/N}$. That geometric sum is $(1-w^N)/(1-w)=0$. The term $j=0$ has mean 1, so
\begin{equation}
\rho(x)=\frac{1}{1+x^N}.
\end{equation}
For even $N$ and real $x$ this decreases with $|x|$, from 1 at the centre through $1/2$ on the circle towards 0. What does it give for your ten eigenvalues?

\textbf{Q.} In order of distance from the centre, the first six have $\rho$ between 1.000000 and 0.999946. Then come 0.998438, 0.991093, 0.908897 and 0.695649. The first one outside has 0.272304. So the filter separates inside from outside, as it should.

\textbf{A.} And how does it separate the sixth enclosed eigenvector from the seventh?

\textbf{Q.} Hardly at all. But FEAST also does a Rayleigh--Ritz step. Doesn't that pick out eigenvectors?

\section{What the iteration can separate}

\textbf{A.} It picks the best basis within the space it is given, but it does not change the space. With $p$ trial vectors in the columns of $V$, one iteration forms $Y=\rho(A)V$, solves $Y^TAY\,u=\theta\,Y^TY\,u$, and sets $V=YU$. If $Y$ has full column rank, the matrix $U$ of solutions is invertible, so $V$ and $Y$ span the same space. After $k$ iterations the space is therefore that of $\rho(A)^kV_0$. This is subspace iteration with $\rho(A)$.

Number the eigenvectors so that $\rho_1\ge\rho_2\ge\cdots$. Put the first $p$ in $X_1$ and the others in $X_2$, with their filter values in the diagonal matrices $D_1$ and $D_2$. Expand the start as $V_0=X_1G+X_2H$, with $G$ invertible, which holds with probability one for a Gaussian random start. Then
\begin{equation}
\rho(A)^kV_0=X_1D_1^kG+X_2D_2^kH .
\end{equation}
Multiplication from the right by $G^{-1}D_1^{-k}$ leaves the span unchanged and gives
\begin{equation}
X_1+X_2C_k,\qquad C_k=D_2^k\,C_0\,D_1^{-k},\qquad C_0=HG^{-1}.
\end{equation}
A vector $(X_1+X_2C_k)a$ has length $|a|$ along the leading space and $|C_ka|$ perpendicular to it. The spectral norm $\|C_k\|$ is thus the tangent of the largest angle $\theta_k$ between the two spaces. The largest entry of $D_2$ is $\rho_{p+1}$ and the largest of $D_1^{-1}$ is $1/\rho_p$, so
\begin{equation}
\tan\theta_k\le\left(\frac{\rho_{p+1}}{\rho_p}\right)^{k}\tan\theta_0 .
\label{rate}
\end{equation}

\textbf{Q.} For $p=6$ the factor is $0.998438/0.999946=0.998492$. One decade then takes $\ln 10/\ln(\rho_6/\rho_7)$ iterations, about 1525 with the unrounded values. But that is a bound for the worst direction. Could one or two eigenvectors come out much sooner?

\textbf{A.} Look at single entries. For $i>p\ge j$,
\begin{equation}
(C_k)_{ij}=\left(\frac{\rho_i}{\rho_j}\right)^k(C_0)_{ij}.
\label{entries}
\end{equation}
The slowest entry in column $j$ has the factor $\rho_{p+1}/\rho_j$. Because $\rho_j\le1$, this is never below $\rho_{p+1}$, here 0.998438. Even the eigenvector nearest the centre is cleaned of the seventh one that slowly, unless the start happens to contain little or no such admixture. A small admixture can let a single pair come out early in a long run: among 300 random starts, none had a residual below $10^{-3}$ eV at iteration 20 or 100, but about a quarter had one at iteration 1000.

For a generic start the factor also describes the late decay, beyond being a bound, because the slowest entry of $C_k$ eventually dominates. With $N=8$ and $p=6$ the decay is fast enough to measure in a few hundred iterations. Between iterations 500 and 800 the tangent shrank by a factor of 0.96879 per iteration, and the formula gives 0.96899.

\textbf{Q.} So the residual should stay where it is?

\textbf{A.} For a long time it stays large, though it need not be constant. The largest of your six residuals is

\begin{center}
\begin{tabular}{rl}
iteration & residual (eV)\\
1 & 0.094\\
5 & 0.080\\
20 & 0.045\\
100 & 0.051\\
1000 & 0.036\\
12000 & $1.1\times10^{-7}$
\end{tabular}
\end{center}

It even rises between iterations 20 and 100. Equation~(\ref{rate}) limits an angle and does not require the largest Ritz residual to fall at each step. Meanwhile the space does change. In 20 iterations the filter multiplies the amplitude of the tenth eigenvector by $0.695649^{20}\approx7\times10^{-4}$ and that of the ninth by $0.908897^{20}\approx0.15$, but that of the seventh by about 0.97. The edge of the window is cleared early, and the flat middle remains mixed.

\textbf{Q.} At iteration 12000 it has converged, though. Then my belief was right, if impractical?

\textbf{A.} For this filter, a generic start and a strict gap $\rho_6>\rho_7$, yes: the limit is a subset, namely the six eigenvalues nearest the centre, and the long run confirms it. What fails is the expectation that you get the subset at the usual FEAST speed. ``Stagnation'' here means very slow convergence. Which subset survives depends on the rule. The Gauss--Legendre rule common in FEAST gives a filter that is not monotonic. With 8 nodes on each half circle it reaches 1.010 inside your window and $-0.010$ outside, so the eigenvectors must be ordered by $|\rho|$. The six it favours include the ninth from the centre and omit the fourth.

\section{Ritz values that look right}

\textbf{Q.} My Ritz values looked right, however. At iteration 20 all six lay inside the window, each within 0.011 eV of an eigenvalue.

\textbf{A.} How far apart are the eigenvalues?

\textbf{Q.} About 0.03 eV.

\textbf{A.} Then any energy between two neighbours is within about 0.015 eV of one of them. Closeness on that scale is no evidence of convergence. Nor is lying inside the window: a Ritz value is the mean $\theta=\sum_iw_i\lambda_i$ with weights $w_i=(v_i^Tv)^2$ of the unit Ritz vector $v$, and a mixture of enclosed eigenvectors has its mean inside. Here are the six pairs, with energies in eV:

\begin{center}
\begin{tabular}{cccc}
$\theta$ & residual & distance to nearest $\lambda$ & largest $w_i$\\
0.4146 & 0.045 & 0.004 & 0.62\\
0.4237 & 0.034 & 0.005 & 0.78\\
0.4866 & 0.020 & 0.007 & 0.77\\
0.5209 & 0.033 & 0.011 & 0.60\\
0.5497 & 0.033 & 0.009 & 0.66\\
0.5984 & 0.014 & 0.002 & 0.97
\end{tabular}
\end{center}

The residual exposes the mixing, since
\begin{equation}
\|Av-\theta v\|^2=\sum_i w_i(\lambda_i-\theta)^2\ \ge\ \min_i(\lambda_i-\theta)^2 .
\end{equation}
It is the energy spread of the vector. It bounds the eigenvalue error from above, and that error can be much smaller, as the table shows.

\textbf{Q.} The last row has 97\% of its weight on one eigenvector. At least that one is nearly finished?

\textbf{A.} With one more digit, its eigenvalue is $0.59843+0.00174\approx0.6002$ eV. Where does that stand in the order from the centre?

\textbf{Q.} It is the seventh. So the pair that looks best is one that the iteration will eventually discard.

\section{Improving the quadrature}

\textbf{Q.} Back to my first suspicion. Would more nodes help?

\textbf{A.} Write $a=x_p^N$ and $b=x_{p+1}^N$. Then
\begin{equation}
1-\frac{\rho_{p+1}}{\rho_p}=1-\frac{1+a}{1+b}=\frac{b-a}{1+b}.
\end{equation}
For $p<m$, where $m$ is the number of enclosed eigenvalues, both positions satisfy $|x|<1$. Hence $a$ and $b$, and with them the whole expression, tend to zero as $N$ grows.

\textbf{Q.} So with many nodes the separation is lost, although that limit alone does not say that every increase of $N$ hurts. In my case each doubling does: with $p=6$ a decade costs about 73 iterations for $N=8$, 1525 for $N=16$ and $9.4\times10^5$ for $N=32$.

\textbf{A.} The residuals follow. Let $R$ be the matrix whose columns are the $p$ residual vectors. At iteration 20, the root mean square of its Frobenius norm over 40 random starts is 0.079, 0.095 and 0.108 eV for the three filters. A sample of this size scatters by about 0.002 eV; 1200 starts give 0.077, 0.090 and 0.106 eV.

\textbf{Q.} What would a perfect integration do?

\textbf{A.} It would apply $P$ itself, and $P^2=P$. The first iteration would project your random vectors into the enclosed $m$-dimensional space, and all later ones would change nothing. You would be left with a random $p$-dimensional subspace of it, and there the stagnation is permanent.

\textbf{Q.} Can one say how large the residual then is?

\textbf{A.} On average, yes. A Gaussian start has no preferred orientation, so neither has its projection. Let $Q$ be an orthonormal basis of the resulting subspace and $\Pi=QQ^T$, written in the basis of the $m$ enclosed eigenvectors. Then $R=(1-\Pi)AQ$. Subtracting the mean $\bar\lambda$ of the enclosed eigenvalues from $A$ leaves $R$ unchanged, because $(1-\Pi)Q=0$. So use $\mu_i=\lambda_i-\bar\lambda$, with $\sum_i\mu_i=0$, and let $S=\sum_i\mu_i^2$ and $M=\mathrm{diag}(\mu_i)$. Since $(1-\Pi)^2=1-\Pi$,
\begin{equation}
\|R\|_F^2=\mathrm{tr}(\Pi M^2)-\mathrm{tr}(\Pi M\Pi M)
=\sum_i\Pi_{ii}\mu_i^2-\sum_{ij}\Pi_{ij}^2\mu_i\mu_j .
\end{equation}
All orientations are equally likely, so three averages suffice, with $i\ne j$: $\alpha=\langle\Pi_{ii}^2\rangle$, $\beta=\langle\Pi_{ij}^2\rangle$ and $\gamma=\langle\Pi_{ii}\Pi_{jj}\rangle$. Also $\langle\Pi_{ii}\rangle=p/m$, because $\mathrm{tr}\,\Pi=p$. From $\sum_{i\ne j}\mu_i\mu_j=0-S$ we get
\begin{equation}
\langle\|R\|_F^2\rangle=\left(\frac pm-\alpha+\beta\right)S .
\label{avg}
\end{equation}

\textbf{Q.} You need three relations for $\alpha$, $\beta$ and $\gamma$.

\textbf{A.} First, $\Pi^2=\Pi$ gives $\sum_j\Pi_{ij}^2=\Pi_{ii}$, so $\alpha+(m-1)\beta=p/m$. Second, rotating the axes $i$ and $j$ by $45^\circ$ turns the off-diagonal element into $\pm(\Pi_{jj}-\Pi_{ii})/2$. The rotation leaves averages unchanged, so $\beta=(2\alpha-2\gamma)/4$, or $\gamma=\alpha-2\beta$. Third, $(\mathrm{tr}\,\Pi)^2=p^2$ gives $m\alpha+m(m-1)\gamma=p^2$. Insert the second relation in the third, and then the first:
\begin{align}
p^2&=m^2\alpha-2m(m-1)\beta\\
&=mp-m^2(m-1)\beta-2m(m-1)\beta ,
\end{align}
so that $\beta=p(m-p)/[m(m-1)(m+2)]$. By the first relation, $p/m-\alpha=(m-1)\beta$, and the bracket in (\ref{avg}) is $m\beta$:
\begin{equation}
\langle\|R\|_F^2\rangle=\frac{p(m-p)}{(m-1)(m+2)}\sum_{i=1}^m(\lambda_i-\bar\lambda)^2 .
\end{equation}

\textbf{Q.} For my window, $m=10$ and $p=6$, so the prefactor is $24/108=0.222$. My ten eigenvalues give $S=0.0756\ \mathrm{eV}^2$. The root mean square is $\sqrt{0.222\times0.0756}\approx0.130$ eV.

\textbf{A.} Sampling 4000 random starts also gives 0.130 eV. The result vanishes at $p=m$, where the subspace has no freedom left.

\section{A tie, and an exception}

\textbf{Q.} With a real filter, then, can I rely on eventual convergence if I am patient?

\textbf{A.} A strict gap between $|\rho_p|$ and $|\rho_{p+1}|$, ordered by magnitude, secures it for a generic start. A tie is harmless if it comes from one degenerate eigenvalue, since any combination of its eigenvectors is again an eigenvector. A tie between different eigenvalues is not harmless. Put the centre at zero energy. The spectrum of your chain is symmetric there, so $\pm E$ have equal $\rho$. Take $p=5$, which cuts the third pair. Five trial vectors have a combination with no component along the leading four eigenvectors, since that is four equations for five coefficients. The filter multiplies both pair components of this combination by the same number and all its remaining components by smaller ones. It therefore tends to
\begin{equation}
u=\cos\phi\,v_++\sin\phi\,v_- ,
\end{equation}
with $\phi$ fixed by the start. Now $Au=E(\cos\phi\,v_+-\sin\phi\,v_-)$ has length $|E|$, and $\theta=u^TAu=E\cos2\phi$. Therefore
\begin{equation}
\|Au-\theta u\|=\sqrt{\|Au\|^2-\theta^2}=|E|\sqrt{1-\cos^22\phi}=|E\sin2\phi| .
\end{equation}
For $E=0.0781$ eV and one particular start, this predicts 0.00928 eV. After 6000 iterations with $N=8$ the residual has that value, while the other four have converged.

\textbf{Q.} Is there also a case in which an undersized subspace works well?

\textbf{A.} Try $p=9$ in your original window.

\textbf{Q.} The omitted eigenvalue is the tenth, at $x=-0.95$. The factor is $0.695649/0.908897=0.765$, about 8.6 iterations per decade. That is quite usable.

\textbf{A.} In one run the largest residual at iteration 40 is $6\times10^{-6}$ eV. The value depends on the start, but with more iterations you get the nine eigenvalues nearest the centre. So $p<m$ alone does not decide the matter. What counts is whether the filter distinguishes the last vector kept from the first one omitted. This filter does so clearly near the circle, and in the flat interior only very weakly. A sharper filter loses the advantage: with 8 Gauss--Legendre nodes on each half circle the factor for $p=9$ is 0.985, about 150 iterations per decade. With $p=8$ the cost is already about 27 iterations per decade.

\section{Finding out and putting it right}

\textbf{Q.} In a real calculation I would not know $m$. How do I recognise the problem?

\textbf{A.} Look at the eigenvalues of $Q^T\rho(A)Q$, where $Q$ is an orthonormal basis of the current subspace. Suppose $q$ of them exceed $1/2$. Their vectors span a $q$-dimensional space in which every unit vector has $v^T\rho(A)v>1/2$. If $q>m$, that space would share a vector with the span of the $n-m$ outer eigenvectors, $n$ being the matrix dimension, because $q+(n-m)>n$. But there $v^T\rho(A)v<1/2$, a contradiction. Hence $q\le m$.

\textbf{Q.} With $p=6$ all six exceed $1/2$.

\textbf{A.} Which proves $m\ge6$ and leaves open whether there are more. If every filter value is above $1/2$, you have no evidence that the subspace is large enough. With $p=16$, ten of the sixteen exceed $1/2$ after five iterations. That by itself still proves only $m\ge10$.

\textbf{Q.} What would prove equality?

\textbf{A.} A count that does not use the subspace. For a real $\sigma$ that is not an eigenvalue, factorize $A-\sigma=LDL^T$ with diagonal $D$, if no pivot vanishes. By Sylvester's law of inertia, $D$ has as many negative entries as there are eigenvalues below $\sigma$. Do this at $c+r$ and at $c-r$ and subtract. For your chain the difference is 10.

\textbf{Q.} And then I take $p=10$?

\textbf{A.} That suffices here, with about 2.5 iterations per decade, but a margin buys speed. For $p\ge m$, equation~(\ref{entries}) with $j=m$ gives the factor for the slowest wanted column, $\rho_{p+1}/\rho_m$. It is 0.39 for $p=10$, 0.035 for $p=12$ and 0.0005 for $p=16$. With $p=16$, five iterations bring the ten wanted residuals to about $10^{-15}$ eV, the level of rounding. The six extra Ritz pairs are by-products. A mixture of outer eigenvectors from both sides can have its mean inside the window, so accept pairs by their residuals and not by position alone.

\textbf{Q.} But I still want only six.

\textbf{A.} Which six?

\textbf{Q.} The ones nearest 0.50 eV.

\textbf{A.} Then let the circle make the choice. The sixth lies $0.541\times0.15=0.081$ eV from the centre and the seventh $0.668\times0.15=0.100$ eV. A radius of 0.09 eV encloses six, and you can use more than six trial vectors for them. The contour decides which eigenvalues are wanted, and the subspace should have room for all of them; a smaller one converges quickly only if the filter happens to separate the last vector kept from the first one omitted. The numerical check checks the filter, the convergence factor, the random-subspace average and the tie numerically.

\section*{Computed results}
\begin{verbatim}
chain: 200 sites, hopping 1.0 eV
window: centre 0.50 eV, radius 0.15 eV
enclosed eigenvalues m (Sturm count agrees): 10
energy order by distance from centre: E (eV), x, rho for N=16
   1 0.51009 +0.0672 1.000000
   2 0.47980 -0.1347 1.000000
   3 0.54025 +0.2683 1.000000
   4 0.44939 -0.3374 1.000000
   5 0.57028 +0.4685 0.999995
   6 0.41888 -0.5408 0.999946
   7 0.60017 +0.6678 0.998438
   8 0.38826 -0.7449 0.991093
   9 0.62991 +0.8661 0.908897
  10 0.35755 -0.9496 0.695649
  11 0.65950 +1.0634 0.272304
p=6, N=16: iteration, largest residual (eV)
      1 9.44e-02
      5 7.98e-02
     20 4.46e-02
    100 5.12e-02
   1000 3.57e-02
  12000 1.06e-07
p=6, iteration 20: Ritz value, residual, nearest-E distance (eV), top weight
  0.41457 0.04457 0.00431 0.620
  0.42372 0.03430 0.00484 0.778
  0.48658 0.02039 0.00679 0.771
  0.52087 0.03275 0.01078 0.602
  0.54970 0.03292 0.00945 0.663
  0.59843 0.01412 0.00174 0.974
N=16: p, factor rho_(p+1)/rho_min(p,m), iterations/decade, residual at 40 (eV)
   6 0.998492 1525.44 4.5e-02
   8 0.917065 26.60 1.9e-03
   9 0.765377 8.61 6.4e-06
  10 0.391439 2.45 9.9e-16
  12 0.034949 0.69 1.0e-15
  16 0.000483 0.30 1.1e-15
p=16, iteration 5: largest wanted residual 1.1e-15 eV
filter Ritz values above 1/2: p=6 6, p=16 10
p=6, N=8: factor measured 0.96879, formula 0.96899
p=6: N, iterations/decade, rms |R|_F at iteration 20 over 40 starts (eV)
   8 73.1 0.0789
  16 1525 0.0949
  32 9.422e+05 0.1084
ideal projector: p, rms |R|_F sampled and from formula (eV)
  3 0.1211 0.1212
  6 0.1298 0.1296
  9 0.0797 0.0794
tie: centre 0 eV, p=5, N=8, pair at +/-0.07813 eV
  residual at iteration 6000: 0.009276 eV, predicted 0.009276 eV
\end{verbatim}
